\section*{Steady electron-phonon series conductance of a metal film, and its transient limits}

\section{Form of the answer}

A metal film fills $0<z<d$. Its lattice touches a substrate at $z=0$, and its far face $z=d$ is insulated. The electrons share one temperature $T_e$, receive all the heat, and pass it only to the lattice. We seek the steady conductance per area $h_{ep}$ between $T_e$ and the lattice temperature at the contact, $T_p(0)$.

Three quantities can enter. The electron-phonon coupling $G$ is a power per volume and temperature, the lattice conductivity $k_p$ is a power per length and temperature, and $d$ is a length. Heat capacities drop out because the state is steady. The electron conductivity drops out because $T_e$ is uniform. In a linear model no temperature or power scale remains. With power per temperature and length as the two independent units, three quantities leave one dimensionless group, so
\begin{equation}
h_{ep}=\sqrt{Gk_p}\;F\!\left(\frac dL\right),\qquad L=\sqrt{\frac{k_p}{G}} .
\label{eq:form}
\end{equation}
The length $L$ is the distance over which lattice conduction and electron-phonon exchange balance. In a very thin film the lattice temperature is uniform and every layer exchanges heat equally, so $h_{ep}\to Gd$ and $F(x)\to x$. In a very thick film the remote layers cannot matter, so $F$ tends to a constant. The heat balance fixes the function between these limits.

\section{Steady conductance}

Let $q>0$ be the heat flux leaving the film toward $-z$. The coefficients are constant, which requires temperature differences small compared with the temperature of use. The lattice gains $k_pT_p''$ per volume by conduction and $G(T_e-T_p)$ from the electrons:
\begin{equation}
k_pT_p''+G(T_e-T_p)=0,\qquad T_p'(d)=0,\qquad q=k_pT_p'(0).
\label{eq:lattice}
\end{equation}
The last sign is positive because the lattice is colder at the contact and heat flows toward $-z$.

Define $u=T_e-T_p$. Since $T_e$ is uniform, $u'=-T_p'$ and $u''=-T_p''=u/L^2$. The general solution is
\begin{equation}
u=A\cosh\frac{d-z}{L}+B\sinh\frac{d-z}{L}.
\end{equation}
Its slope at the far face is $-B/L$, which must vanish, so $B=0$. Setting $z=0$ gives $A=u(0)/\cosh(d/L)$, hence
\begin{equation}
u(z)=u(0)\,\frac{\cosh[(d-z)/L]}{\cosh(d/L)} .
\label{eq:profile}
\end{equation}
The flux is
\begin{equation}
q=-k_pu'(0)=\frac{k_p}{L}\tanh\!\left(\frac dL\right)u(0).
\end{equation}
Because $k_p/L=\sqrt{Gk_p}$, the conductance is
\begin{equation}
\boxed{\,h_{ep}=\frac{q}{T_e-T_p(0)}=\sqrt{Gk_p}\,\tanh\!\left(d\sqrt{\frac{G}{k_p}}\right)}
\label{eq:main}
\end{equation}
The total exchange gives the same flux: $G\int_0^d u\,dz=GL\tanh(d/L)\,u(0)$, and $GL=\sqrt{Gk_p}$.

The expansion $\tanh x=x-x^3/3+\dots$ yields
\begin{equation}
h_{ep}=Gd\left[1-\frac13\left(\frac dL\right)^2+\dots\right],\qquad
\frac1{h_{ep}}=\frac1{Gd}+\frac{d}{3k_p}+\dots\qquad(d\ll L).
\label{eq:thin}
\end{equation}
The first resistance is the exchange itself. The second is lattice conduction with heat released almost uniformly over the thickness. For $d\gg L$, $h_{ep}\to\sqrt{Gk_p}$: lattice heat reaches the contact mainly from a layer of thickness about $L$.

\subsection{Adding the interface}

Let the substrate surface be at $T_s$, with lattice-substrate conductance $h_{pp}$, so that $q=h_{pp}[T_p(0)-T_s]$. The same $q$ crosses both resistances, and their drops add:
\begin{equation}
T_e-T_s=\frac q{h_{ep}}+\frac q{h_{pp}},\qquad
\frac1h=\frac1{h_{ep}}+\frac1{h_{pp}} .
\label{eq:series}
\end{equation}
If electrons also pass heat directly to the substrate with conductance $h_{ei}$, that path joins the same two temperatures $T_e$ and $T_s$. The total is then $h+h_{ei}$. A direct channel of size $h_{pp}-h$ would raise the total to $h_{pp}$ and hide the electron-phonon resistance.

\section{Finite electron conductivity}

Now let the electrons have conductivity $k_e$ and be heated uniformly at the rate $s=q/d$ per volume, as by a uniform current. No electron heat crosses either face. The balances are
\begin{align}
k_eT_e''-Gu+s&=0, & T_e'(0)=T_e'(d)&=0,\\
k_pT_p''+Gu&=0, & T_p'(d)&=0 .
\end{align}
Adding them removes the exchange. Integration from the far face gives $k_eT_e'+k_pT_p'=s(d-z)$. With $k=k_e+k_p$ and $W=(k_eT_e+k_pT_p)/k$,
\begin{equation}
W(z)-W(0)=\frac sk\left(dz-\frac{z^2}{2}\right),\qquad
\langle W\rangle-W(0)=\frac{sd^2}{3k}=\frac{qd}{3k},
\end{equation}
where angle brackets denote the average over thickness. The definitions of $W$ and $u$ give $T_e=W+(k_p/k)u$ and $T_p=W-(k_e/k)u$. Therefore
\begin{equation}
\langle T_e\rangle-T_p(0)=\frac{qd}{3k}+\frac{k_p}{k}\langle u\rangle+\frac{k_e}{k}u(0).
\label{eq:split}
\end{equation}
Integrating the lattice balance gives $\langle u\rangle=q/(Gd)$. Dividing each balance by its conductivity and subtracting gives
\begin{equation}
u''=\frac{u}{\ell^2}-\frac{s}{k_e},\qquad
\frac1{\ell^2}=G\left(\frac1{k_e}+\frac1{k_p}\right).
\end{equation}
The solution with zero slope at $z=d$ is $u=s\ell^2/k_e+B\cosh[(d-z)/\ell]$. At the contact $u'(0)=T_e'(0)-T_p'(0)=-q/k_p$, so $B=q\ell/[k_p\sinh(d/\ell)]$. Inserting $u(0)$ and $\langle u\rangle$ in \eqref{eq:split} and dividing by $q$ gives the resistance $R=[\langle T_e\rangle-T_p(0)]/q$:
\begin{equation}
R=\frac{d}{3k}+\frac{k_p}{k\,Gd}+\frac{k_e}{k}\left[\frac{\ell^2}{d\,k_e}+\frac{\ell}{k_p}\coth\frac d\ell\right].
\label{eq:ke}
\end{equation}
As $k_e\to\infty$, $\ell\to L$ and only the last term survives: $R\to(L/k_p)\coth(d/L)=1/h_{ep}$.

The size of the correction follows from the fluxes. Let $P(z)$ be the lattice flux toward $-z$, with $P(0)=q$ and $P(d)=0$. The electron flux is $q(1-z/d)-P$, and the exchange per volume is $Gu=-P'$. Multiplying the electron balance by $T_e$ and the lattice balance by $T_p$, integrating by parts and adding gives
\begin{equation}
q^2R=\int_0^d\left[\frac{[q(1-z/d)-P]^2}{k_e}+\frac{P^2}{k_p}+\frac{P'^2}{G}\right]dz .
\label{eq:diss}
\end{equation}
Varying $P$ with fixed end values gives $-T_e'+T_p'-P''/G=0$, which is the identity $u'=-P''/G$. The true flux thus makes the integral stationary. To first order in $1/k_e$ it is enough to insert the flux for uniform $T_e$, $P=q\sinh[(d-z)/L]/\sinh(d/L)$:
\begin{equation}
R-\frac1{h_{ep}}\simeq\frac1{k_e}\int_0^d\left[1-\frac zd-\frac{\sinh[(d-z)/L]}{\sinh(d/L)}\right]^2dz
\;\to\;\frac{2d}{945\,k_e}\left(\frac dL\right)^4 .
\label{eq:excess}
\end{equation}
The last form holds for $d\ll L$. There the bracket is $(d/L)^2(y-y^3)/6$ with $y=1-z/d$, and $\int_0^1(y-y^3)^2dy=8/105$. The correction is small because uniformly heated electrons in a thin film release heat almost where they receive it. If the heat enters at the far face, the electrons must first carry it through the film, and this cancellation is lost.

\section{Transient heating and cooling}

Equation \eqref{eq:main} assumes that all heat reaches the lattice through the electrons. In a transient the lattice also stores or releases heat. Suppose it releases $S_p$ per area, uniformly over the thickness, while $T_e$ is uniform. Its balance becomes $k_pT_p''+Gu+S_p/d=0$, so
\begin{equation}
u=A\cosh\frac{d-z}{L}-\frac{S_p}{Gd},\qquad q=\frac{k_pA}{L}\sinh\frac dL .
\end{equation}
The second relation gives $A\cosh(d/L)=q/h_{ep}$, and hence
\begin{equation}
T_e-T_p(0)=\frac q{h_{ep}}-\frac{S_p}{Gd} .
\label{eq:release}
\end{equation}
Heat already in the lattice reduces the drop, since it need not cross from the electrons. Heat being stored has $S_p<0$ and increases it.

\subsection{Free cooling}

Let $C_e$ and $C_p$ be the heat capacities per volume and $f=C_e/(C_e+C_p)$. When the interface is weak, $h_{pp}\ll Gd$ and $h_{pp}\ll k_p/d$, the film cools with nearly one temperature. To leading order the lattice then supplies $S_p=(1-f)q$ and the electrons supply $fq$. The electron balance gives $\langle u\rangle=fq/(Gd)$. The temperature that measures the stored energy is
\begin{equation}
\bar T=fT_e+(1-f)\langle T_p\rangle=T_e-(1-f)\langle u\rangle .
\end{equation}
Subtracting $T_p(0)$ and using \eqref{eq:release},
\begin{equation}
R_{\rm free}=\frac{\bar T-T_p(0)}q=\frac1{h_{ep}}-\frac{(1-f)+(1-f)f}{Gd}
=\frac1{h_{ep}}-\frac{1-f^2}{Gd} .
\label{eq:free}
\end{equation}
With $T_s$ fixed, energy conservation $(C_e+C_p)d\,d\bar T/dt=-q$ gives the cooling time
\begin{equation}
\tau=(C_e+C_p)\,d\left(\frac1{h_{pp}}+R_{\rm free}\right).
\label{eq:tau}
\end{equation}
For a thin film $R_{\rm free}\simeq f^2/(Gd)+d/(3k_p)$. The exchange term $1/(Gd)$ of the steady law is multiplied by $f^2$, a small number when the lattice holds most of the heat. The steady $h_{ep}$ should therefore not be inserted in a free-cooling model of such a film.

\subsection{Switching on the electron heating}

Start with the film at $T_s$ and apply constant electron heating whose final flux is $q$. If the slow mode dominates, the outgoing flux is $q(1-e^{-t/\tau})$. The drop is the steady value minus that of a freely cooling film carrying $qe^{-t/\tau}$. By \eqref{eq:release}, the apparent resistance relative to $1/h_{ep}$ is
\begin{equation}
\frac{h_{ep}[T_e-T_p(0)]}{q(1-e^{-t/\tau})}\simeq\frac{1-r\,e^{-t/\tau}}{1-e^{-t/\tau}},\qquad
r=1-(1-f)\frac{h_{ep}}{Gd} .
\label{eq:switch}
\end{equation}
It starts high because the electrons already feed the lattice while little heat leaves the film.

\subsection{A substrate that warms}

Heat $Q$ per area released at the surface of a half-space with conductivity $k_s$ and heat capacity $C_s$ spreads as a half Gaussian. The surface temperature is then $Q/(\varepsilon\sqrt{\pi t})$, with $\varepsilon=\sqrt{k_sC_s}$. Summing such releases for constant $q$,
\begin{equation}
\Delta T_s=\int_0^t\frac{q\,dt'}{\varepsilon\sqrt{\pi t'}}=\frac{2q}{\varepsilon}\sqrt{\frac t\pi},\qquad
\sigma=\frac{(C_e+C_p)d}{\varepsilon\sqrt{\pi t}} .
\label{eq:substrate}
\end{equation}
Here $\sigma$ is the heat the film must store per unit time to follow the surface, divided by $q$. The steady law is reliable when both $t\gg\tau$ and $\sigma\ll1$, with $\tau$ the slowest relaxation time of the film. Equation \eqref{eq:tau} gives this time only for a weak interface and can underestimate it otherwise.

\section{Worked example: a 10 nm film on oxide}

The parameters are rough round values in the regime of a thin molybdenum interconnect near 300 K: $G=2\times10^{17}$ W/(m$^3$\,K), $k_p=20$ W/(m\,K) and $h_{pp}=200$ MW/(m$^2$\,K). Then
\begin{align}
L&=\sqrt{20/(2\times10^{17})}\ \text{m}=10\ \text{nm},\qquad d/L=1,\\
h_{ep}&=2000\times0.7616=1523\ \text{MW/(m$^2$\,K)},\\
1/h&=0.657+5.000=5.657\ \text{m$^2$\,K/GW},\qquad h=177\ \text{MW/(m$^2$\,K)} .
\end{align}
A solution of the heat balances on 400 cells also gives 1523 MW/(m$^2$\,K). At this thickness $Gd=2000$ MW/(m$^2$\,K) is 31\% above $h_{ep}$. At 1 nm the two are 200 and 199.3 MW/(m$^2$\,K), and at 50 nm $h_{ep}$ has saturated at 2000 MW/(m$^2$\,K).

A 100 ns pulse of 30 MA/cm$^2$ in a film of resistivity 10 $\mu\Omega$\,cm produces
\begin{equation}
q=\rho j^2d=10^{-7}(3\times10^{11})^2\,10^{-8}\ \text{W/m$^2$}=90\ \text{MW/m$^2$}.
\end{equation}
The electron-lattice drop at the contact is $90/1523=0.059$ K, and the lattice-substrate drop is $90/200=0.45$ K. At the far face electrons and lattice differ by 0.648 of the contact value, or 0.038 K. For thick oxide with $k_s=1.4$ W/(m\,K) and $C_s=1.65$ MJ/(m$^3$\,K), a constant flux $q$ would raise the surface by 21 K during the pulse. The heat stored in the film lowers this rise by about 1 K. At fixed current the resistivity also grows as the film warms. With a slope near 0.025 $\mu\Omega$\,cm/K, roughly that of bulk molybdenum, $q$ grows by about 5\% and the rise by about 0.8 K, which nearly offsets the storage effect. The oxide, not the electron-phonon step, controls the temperature of this film.

At the end of the pulse $\sigma=3.0\%$. By \eqref{eq:release} this storage raises the apparent electron-phonon resistance by about $0.030\,(1-f)h_{ep}/(Gd)\simeq2\%$.

With $C_e=0.06$ and $C_p=2.5$ MJ/(m$^3$\,K), $f=0.023$ and $R_{\rm free}=0.157$ m$^2$\,K/GW, about a quarter of $1/h_{ep}$. With the substrate surface held fixed, \eqref{eq:tau} gives $\tau=132$ ps, as does the slowest mode of the cell equations. The interface term makes up 97\% of this time. The slowest mode corresponds to a film resistance of 0.158 m$^2$\,K/GW, slightly above the leading-order $R_{\rm free}$ because $h_{pp}$ is finite. Using $1/h_{ep}$ instead would give 145 ps, 10\% too long. After switch-on, the cell equations give an apparent resistance 1.43 times the steady one at $t=\tau$ and 1.005 times at $5\tau$. Equation \eqref{eq:switch}, with $r=0.256$, gives the same values to these digits.

\section{Use for real films}

The coupling $G$ is only roughly known here. Halving or doubling it changes $h_{ep}$ to 861 or 2513 MW/(m$^2$\,K). The total $h$ moves less, to 162 or 185 MW/(m$^2$\,K), because the interface dominates.

Diffusive lattice conduction is a strained assumption in a real 10 nm film. With a rough sound speed $v=4$ km/s, the phonon mean free path is $\Lambda=3k_p/(C_pv)=6$ nm, comparable with $d$. A crude grey-slab reduction, $k_p/(1+4\Lambda/3d)$, lowers $k_p$ to 11 W/(m\,K) and $h_{ep}$ by 15\%. This is only an order-of-magnitude estimate of the error. The reduction is derived for a slab between two contacts, and in a film this thin the conductance also depends on how the lattice temperature at the contact is defined.

Uniform $T_e$ is a good assumption here for current heating. The Wiedemann-Franz law gives $k_e=73$ W/(m\,K), and \eqref{eq:ke} then lowers the conductance by only 0.04\%. For heat entering at the far face, with the electron temperature taken there, the reduction is 7\%. This figure assumes diffusive electrons, although their mean free path, roughly 4 to 6 nm, is also comparable with $d$. The same grey-slab reduction applied to $k_e$ raises it to 10--12\%, while the shift for uniform heating stays below 0.1\%. Warming by 21 K changes the heat capacity of a phonon mode at a rough Debye temperature of 450 K by 2\%. If $G$ follows the mode heat capacities, this indicates the size of its drift. A direct electron-substrate channel of 23 MW/(m$^2$\,K) would hide the electron-phonon resistance altogether, so a measured total conductance does not determine $h_{ep}$ unless both that channel and $h_{pp}$ are known.

The pulse current is far above ordinary operating densities and stands for a brief overload. The one-dimensional substrate estimate needs a film much wider than the 291 nm diffusion length in the oxide. Interconnect lines tens of nanometres wide break this condition: heat spreads sideways, and the 21 K rise does not apply to them. If such a line has a rectangular cross-section and still loses heat only through its base, \eqref{eq:main} holds within this model for the flux and the contact temperature averaged over the width, though not at each point of the base. If its side walls also conduct, the lattice equation must be solved over the cross-section. The full thickness table and the remaining values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough round values, thin Mo line regime)
G = 2.0e+17 W/(m3 K); kp = 20 W/(m K)
h_pp = 200 MW/(m2 K); d = 10 nm
Ce = 0.06, Cp = 2.50 MJ/(m3 K); T = 300 K
resistivity = 10 uOhm cm
current density = 30 MA/cm2; pulse = 100 ns
oxide: k = 1.4 W/(m K), C = 1.65 MJ/(m3 K)
sound speed = 4.0 km/s; Debye T = 450 K
STEADY RESULT
L = 10.00 nm; d/L = 1.000; tanh = 0.7616
sqrt(G kp) = 2000 MW/(m2 K)
h_ep formula = 1523.2, network = 1523.2 MW/(m2 K)
mesh shift of h_ep, 200 to 400 cells = 0.00028 %
1/h_ep = 0.6565, 1/h_pp = 5.0000 m2 K/GW
total conductance = 176.8 MW/(m2 K)
u(d)/u(0), network = 0.6481
d (nm) | G d | h_ep formula | h_ep network, MW/(m2 K)
    1       200     199.3     199.3
    2       400     394.8     394.8
    5      1000     924.2     924.2
   10      2000    1523.2    1523.2
   20      4000    1928.1    1928.0
   50     10000    1999.8    1999.8
  100     20000    2000.0    1999.8
1 nm: shortfall from G d over (d/L)^2/3 = 0.9960
PULSE
heat flux q = 90.0 MW/m2
electron-lattice drop at interface = 0.0591 K
lattice-substrate drop = 0.4500 K
oxide surface rise: formula 21.13, stepped 21.13 K
oxide diffusion length = 291 nm
heat stored in film at pulse end / q = 3.01 %
FREE COOLING AND SWITCH-ON (substrate held fixed)
f = Ce/(Ce+Cp) = 0.0234
R_free = 0.1568 m2 K/GW
cooling time: eigenmode 132.0, R_free 132.0 ps
cooling time if 1/h_ep were used = 144.8 ps
apparent resistance * h_ep at 1, 3, 5, 8 cooling times:
  1.4335, 1.0390, 1.0051, 1.0003
NEGLECTED EFFECTS
ke from Wiedemann-Franz = 73.3 W/(m K)
h_ep shift, finite ke, uniform heating = -0.035 %
h_ep shift, finite ke, far-face heating = -7.01 %
phonon mean free path = 6.0 nm
grey-slab kp = 11.1 W/(m K); h_ep shift = -14.7 %
Debye-energy mode heat capacity change = 2.33 %
direct channel hiding 1/h_ep = 23.2 MW/(m2 K)
h_ep for G/2 and 2G = 861, 2513 MW/(m2 K)
\end{verbatim}
